# Counting negative Hessian eigenvalues to identify spin-reversal saddles

## Definitions and conventions

A magnetic element is described by $N$ unit vectors $\mathbf m_i$, $|\mathbf m_i|=1$, with an energy $E$ that is a smooth function of all $3N$ components. The formula for $E$ also has values off the spheres; these have no physical meaning, and $E$ with them is called an extension of the energy. Write $\mathbf g_i=\partial E/\partial\mathbf m_i$, and let $\partial^2E$ be the $3N\times3N$ matrix of second derivatives. In the algebra energies are in atomic units and spins are dimensionless, so no conversion factors appear; numbers are in eV and nm.

A tangent vector $\xi$ consists of $N$ vectors with $\boldsymbol\xi_i\cdot\mathbf m_i=0$. Choose two orthonormal tangent vectors per spin and place them in the columns of a $3N\times2N$ matrix $U$. Then $\xi=Uc$ and $|\xi|=|c|$. A state is stationary if $U^Tg=0$, that is, if each $\mathbf g_i$ is parallel to $\mathbf m_i$:
$$\mathbf g_i=\mu_i\mathbf m_i,\qquad \mu_i=\mathbf m_i\cdot\mathbf g_i .$$

The index of a stationary state is the number of independent directions in which the energy falls to second order. A minimum has index 0 and a first-order saddle has index 1. A *reversal* saddle must meet a further condition: the two downhill paths leaving it must end in the two opposite memory states. The index is a local property and cannot establish this.

## The Hessian with its curvature term

Move every spin along a great circle,
$$\mathbf m_i(s)=\mathbf m_i\cos(s|\boldsymbol\xi_i|)+\frac{\boldsymbol\xi_i}{|\boldsymbol\xi_i|}\sin(s|\boldsymbol\xi_i|).$$
At $s=0$ the velocity is $\boldsymbol\xi_i$ and the acceleration is $-|\boldsymbol\xi_i|^2\mathbf m_i$. The chain rule gives one term from the velocities and one from the accelerations:
$$\frac{d^2E}{ds^2}=\xi^T\partial^2E\,\xi-\sum_i\mu_i|\boldsymbol\xi_i|^2=c^THc,$$
$$H=U^T\left[\partial^2E-\mathrm{diag}(\mu_i\mathbf 1_3)\right]U. \tag{1}$$
The second term is the constraint curvature. It is present because a spin cannot move in a straight line.

The left side of the first equation uses energies on the spheres alone, so $H$ is the same for every extension. For example, adding $\tfrac12\sigma_i(|\mathbf m_i|^2-1)$ changes nothing physical. It adds $\sigma_i\mathbf 1_3$ to $\partial^2E$ and $\sigma_i$ to $\mu_i$, and the two cancel in (1). Without the curvature term, the projected matrix $U^T\partial^2E\,U$ would shift by $\sigma_i$, and its negative eigenvalues could be created or removed at will.

The index is also independent of coordinates. Let $q_a$ be $2N$ regular coordinates, such as spherical angles away from the poles. Then
$$\frac{\partial^2E}{\partial q_a\partial q_b}=(\partial_am)^T\partial^2E\,(\partial_bm)+\sum_i\mathbf g_i\cdot\partial_a\partial_b\mathbf m_i .$$
Differentiating $\mathbf m_i\cdot\partial_b\mathbf m_i=0$ gives $\mathbf m_i\cdot\partial_a\partial_b\mathbf m_i=-\partial_a\mathbf m_i\cdot\partial_b\mathbf m_i$. At a stationary state $\mathbf g_i=\mu_i\mathbf m_i$, so the last sum is $-\sum_i\mu_i\,\partial_a\mathbf m_i\cdot\partial_b\mathbf m_i$. Since the vectors $\partial_am$ are tangent, $\partial m/\partial q=UW$ with $W$ invertible, and therefore
$$H_q=W^THW .$$
By Sylvester's law $H_q$ and $H$ have equally many negative eigenvalues, although the eigenvalues themselves differ. Away from stationarity the tangential part of $\mathbf g_i$ contributes as well, and the counts may disagree.

## Why index 1 matters

Near a stationary state of index $\nu$ without zero modes, suitable coordinates give $E-E_s=-|u|^2+|v|^2$, where $u$ has $\nu$ components. The states below $E_s$ satisfy $|v|<|u|$. This region can be shrunk continuously onto a sphere in $u$-space. For $\nu=1$ that sphere is two points, so there are two separate sides. For $\nu\ge2$ it is connected, and a path that has its highest point at the saddle can be led around it at lower energy. A state of index two or more is thus never the top of a lowest path.

## Algorithm

1. From a guess, solve $Hc=-U^Tg$, replace $\mathbf m_i$ by $(\mathbf m_i+\boldsymbol\xi_i)/|\mathbf m_i+\boldsymbol\xi_i|$ with $\xi=Uc$, and repeat. Shorten steps that turn a spin by more than about 0.3 rad. This Newton search needs a reasonable guess and may fail to converge. When it does converge, the state can have any index, which is why the count is needed.
2. Form $H$ from (1) and compute its eigenvalues $\lambda$.
3. If some $|\lambda|$ is below the error $\eta$ of the matrix, report the index as undecided. Otherwise count the negative eigenvalues.
4. If the index is 1, displace the state both ways along the unstable eigenvector, go downhill, and record the two end states.

## A strip with known answers

Take a strip of length $L$ along $x$ and cross-section $S$, cut into $N$ cells of length $a$. The easy axis is $z$ and the hard in-plane axis is $y$. With exchange stiffness $A$ and anisotropies $K$, $K_p$,
$$E=\sum_{i=1}^{N-1}\frac J2|\mathbf m_{i+1}-\mathbf m_i|^2+\sum_{i=1}^{N}\left[\kappa(1-m_{z,i}^2)+\kappa_pm_{y,i}^2\right],$$
$$J=2AS/a,\qquad\kappa=KSa,\qquad\kappa_p=K_pSa .$$

**Uniform state along $x$.** Here $\mu_i=0$ for this form of $E$. Tilts towards $y$ have eigenvalues of at least $2\kappa_p>0$. Tilts towards $z$ are cosine waves with
$$\lambda_n=2J\left(1-\cos\frac{\pi n}N\right)-2\kappa,\qquad n=0,1,\dots,N-1 .$$
For long waves the first term is $J(\pi n/N)^2$, and $\lambda_n<0$ means $n<L/L_c$ with
$$L_c=\pi\delta,\qquad\delta=\sqrt{A/K}.$$
Counting from $n=0$ gives index $\lceil L/L_c\rceil$, unless $L/L_c$ is so near an integer that the long-wave approximation decides the sign. For $L<L_c$ the uniform state is a first-order saddle with energy $KSL$. For $L>L_c$ it is not.

**Wall through $x$.** Put $\mathbf m=(\cos\varphi,0,\sin\varphi)$. In the continuum limit
$$E=S\int\left(A\varphi'^2+K\cos^2\varphi\right)dx,\qquad A\varphi''=-K\sin\varphi\cos\varphi,$$
with $\varphi'=0$ at the free ends. Multiplying by $2\varphi'$ and integrating gives $\delta^2\varphi'^2=k^2-\sin^2\varphi$, where $k$ is $\sin\varphi$ at the upper end. With $u=x/\delta$ measured from the centre, the solution is $\sin\varphi=k\,\mathrm{sn}\,u$, $\cos\varphi=\mathrm{dn}\,u$. The slope first vanishes at $u=\mathsf K(k)$, the complete elliptic integral of the first kind, so
$$\mathsf K(k)=\frac L{2\delta}.$$
Since $\mathsf K\ge\pi/2$, this wall exists for $L>L_c$. Its energy density is $K(1+k^2-2k^2\mathrm{sn}^2u)$. Using $\int_0^{\mathsf K}\mathrm{sn}^2u\,du=(\mathsf K-\mathsf E)/k^2$, where $\mathsf E$ is the integral of the second kind,
$$E_w=2KS\delta\left[2\mathsf E-(1-k^2)\mathsf K\right]. \tag{2}$$
For a long strip $k\to1$ and $E_w\to4S\sqrt{AK}$, independent of length.

An in-plane change $\varphi\to\varphi+\eta$, meaning one within the plane in which the spins of the wall turn (here $xz$), has the eigenvalue equation
$$-\eta_{uu}+(2k^2\mathrm{sn}^2u-1)\eta=\frac{\lambda}{2\kappa}\eta .$$
From $\mathrm{dn}''=-k^2(1-2\,\mathrm{sn}^2)\,\mathrm{dn}$ and $\mathrm{sn}''=-(1+k^2-2k^2\mathrm{sn}^2)\,\mathrm{sn}$, two solutions are
$$\eta=\mathrm{dn}:\ \lambda=-2\kappa(1-k^2);\qquad \eta=\mathrm{sn}:\ \lambda=2\kappa k^2 . \tag{3}$$
Both have zero slope at the ends. The first has no node and the second has one, so they are the two lowest in-plane modes. One of them is negative. In a long strip it is nearly a shift of the wall along the strip; close to $L_c$ it becomes a uniform rotation of the spins.

Changes towards $y$ separate by symmetry. For these it is convenient to write the exchange energy as $-J\,\mathbf m_i\cdot\mathbf m_{i+1}$. Stationarity along $x$ then reads $-J(m_{x,i-1}+m_{x,i+1})=\mu_im_{x,i}$, with absent neighbours omitted at the ends. The $y$ block of $H$ acts as
$$(H_yc)_i=-J(c_{i-1}+c_{i+1})+(2\kappa_p-\mu_i)c_i .$$
Inserting $c_i=m_{x,i}$ gives the eigenvalue $2\kappa_p$. This vector is positive at every site and the off-diagonal elements are not positive, so it is the lowest mode of the block. The wall through $x$ therefore has index 1 in this local model; non-local dipolar coupling can change this in long strips, as the error analysis shows.

**Wall through $y$.** The in-plane problem is the same with $K\to K+K_p$, giving one negative mode if the strip is long enough. The rotation vector $c_i=m_{y,i}$ now has eigenvalue $-2\kappa_p$. The index is therefore at least 2.

## Worked example

Take $L=40$ nm, width $w=10$ nm, thickness 2 nm and $a=1$ nm, with $A=15$ pJ/m, $K=0.30$ MJ/m³ and $K_p=0.10$ MJ/m³. Then $J=3.745$ eV, $\kappa=0.03745$ eV and $\kappa_p=0.01248$ eV. Also $\delta=7.07$ nm and $L_c=22.2$ nm, so $L/L_c=1.80$ and uniform $x$ should have index 2. Its energy is $40\kappa=1.498$ eV.

Newton searches and diagonalization of the $80\times80$ Hessian give the following table. Energies are relative to uniform $z$. The last two columns omit the curvature term: in (a) the exchange is written as $-J\,\mathbf m_i\cdot\mathbf m_{i+1}$, in (b) as $\tfrac J2|\mathbf m_{i+1}-\mathbf m_i|^2$. The easy-axis term is $-\kappa m_z^2$ in both.

| State | Energy (eV) | Index | (a) | (b) |
|---|---|---|---|---|
| uniform $z$ | 0 | 0 | 40 | 0 |
| wall via $x$ | 1.043 | 1 | 40 | 1 |
| wall via $y$ | 1.215 | 2 | 40 | 0 |
| uniform $x$ | 1.498 | 2 | 40 | 2 |
| uniform $y$ | 1.997 | 5 | 40 | 2 |

Form (a) assigns 40 descending directions even to the minimum. Form (b) is right for three states, but for the wall via $y$ it gives no negative eigenvalue, only a zero one, and so hides both descending directions.

The wall via $x$ has lowest eigenvalues $-0.0044$ and $0.0250$ eV; the second is $2\kappa_p$. The wall via $y$ has $-0.0250$ and $-0.0024$ eV, followed by $0.0749$ eV, so its index is 2.

Displacing the wall via $x$ by $|\xi|=0.3$ each way along its unstable mode and descending with the energy never rising leads to mean $m_z=+1$ and $-1$. It is a reversal saddle. A descent from the wall via $y$ along its rotation mode arrives at 1.043 eV, the energy of the wall via $x$.

These descents give a reversal path with its top at 1.043 eV. For a lower bound, note that every reversal path crosses $M=\sum_im_{z,i}=0$ by continuity. Minimizing $E+\tfrac12pM^2$, with $p=0.02$ eV, cannot give more than the lowest energy at $M=0$. The best of ten random starts gave 1.043 eV. This supports the wall energy as the barrier of the model, but a finite search is not a proof.

At 300 K, $k_BT=0.02585$ eV and the barrier is $40.3\,k_BT$. Taking uniform $x$ for the saddle would give $57.9\,k_BT$, and a lifetime too long by $e^{17.6}\approx10^{7.6}$ at equal prefactor.

## Error analysis

**Error of the count.** If the computed Hessian differs from the true one by a symmetric matrix of norm at most $\eta$, Weyl's inequality says that no ordered eigenvalue moves by more than $\eta$. The count is safe when $\min|\lambda|>\eta$. A remaining gradient $r=|U^Tg|$ displaces the state by about $r/\min|\lambda|$. For the wall via $x$, with $r<10^{-10}$ eV and $\min|\lambda|=0.0044$ eV, this is about $2\times10^{-8}$. It changes $H$ by at most a few $J$ times as much, which is less than $10^{-6}$ eV. A threshold of $10^{-6}$ eV is therefore reasonable here. If $K_p=0$, the wall rotates freely and its smallest computed $|\lambda|$ is $3\times10^{-13}$ eV; the sign of such a number carries no information.

**Error of a difference check.** The quotient $[E(h)-2E(0)+E(-h)]/h^2$ along a great circle has truncation error $h^2E''''/12$ and a rounding error that grows as $h^{-2}$. At a random, non-stationary configuration, with $h=0.003$ and ten random unit vectors $c$, it agreed with $c^THc$ within $2\times10^{-7}$ eV. Without curvature, in form (a), the largest discrepancy was 1.2 eV.

**Cell size.** With $\theta$ the spin angle, $|\Delta\mathbf m|^2=\Delta\theta^2-\Delta\theta^4/12+\dots$ and $\Delta\theta=a\theta'+a^3\theta'''/24+\dots$ about a bond centre. Since $\theta'=0$ at the free ends, replacing the sums over cells and bonds by integrals adds no error of order $a^2$. Since the wall is stationary, its small change of shape adds only order $a^4$. After one integration by parts the leading energy error is therefore
$$\Delta E=-\frac{ASa^2}{12}\int\left(\theta''^2+\theta'^4\right)dx .$$
For a long wall $\theta'=\mathrm{sech}(u)/\delta$, the integral is $2/\delta^3$, and
$$\frac{\Delta E}{4S\sqrt{AK}}=-\frac1{24}\left(\frac a\delta\right)^2=-8\times10^{-4}.$$
Equation (2), with $k^2=0.941$, gives 1.0440 eV against 1.0431 eV from the cells, a relative difference of about $-0.1\%$, which agrees with the long-wall estimate within the rounding of the two energies. The unstable eigenvalue from (3) is $-0.00442$ eV; the cell value is 0.6% smaller in magnitude.

**Error of the model.** This is the largest error. Non-local dipolar coupling was estimated with point dipoles on 1 nm cubes and magnetization 1.0 MA/m. The dipole sum replaced the $K_p$ term, and the local easy-axis term was adjusted to keep the energy difference between uniform $x$ and uniform $z$ fixed. After the states were solved again, the wall via $x$ has barrier 0.96 eV and index 1, and the wall via $y$ has 1.14 eV and index 2. The unstable eigenvalue of the former, however, shrinks from $-0.0044$ to $-0.0015$ eV. These values are uncertain in the last digit: with the exact demagnetizing tensor between cells in place of point dipoles they become 0.97 eV, 1.13 eV and $-0.0016$ eV, with the same indices. A further rise of this size would bring the eigenvalue to zero, where the centred wall ceases to be a first-order saddle. This happens in longer strips: with the same prescription the eigenvalue is $-0.0002$ eV at $L=50$ nm and positive at 60, 80 and 100 nm, where the centred wall is a local minimum and the saddle must be sought elsewhere. The index 5 of uniform $y$ does not survive: one of its eigenvalues is only $-0.0019$ eV in the local model, and with dipoles the index is 4.

Variation across the width adds at least $2A(\pi/w)^2Sa=0.37$ eV to a mode. This exceeds the most negative eigenvalue of any state in the table, $-0.10$ eV, so no negative mode is missed by treating the width as uniform.

Thermal motion is not negligible. Summed over the modes that are uniform across the width and thickness, the harmonic entropy term $\tfrac12k_BT\left(\sum\ln|\lambda_{\rm saddle}|-\sum\ln\lambda_{\rm min}\right)$ is $-0.09$ eV. Modes that vary across the section are not included, and they are not small: in the classical harmonic sum they add $-0.11$ eV for a transverse mesh of 1 nm and $-0.20$ eV for 0.5 nm, and keep growing as the mesh is refined. The $-0.09$ eV is thus a property of the one-dimensional model, not the entropy correction of the strip. The harmonic value is itself approximate, because the thermal length of the flat barrier top, $\sqrt{k_BT/|\lambda|}$ converted to wall displacement, is 4.5 to 4.8 nm, depending on how the wall position is defined, not small beside the half-length of 20 nm. Tunnelling is negligible: the undamped precession equations linearized at the saddle give a growth rate $\omega=1.5\times10^{10}$ s⁻¹, and the usual crossover estimate $\hbar\omega/(2\pi k_B)$ is 0.018 K.

**Relation to a real device.** The parameters are illustrative and do not describe a particular material. The chosen $K_p$ is close to the 0.09 MJ/m³ given by the dipole sum for this shape. Real layers violate the assumption of a purely local, uniform anisotropy. In this example non-local dipoles lower the barrier by 0.08 eV, and a 10% reduction of $K$, with $A$ and $K_p$ held fixed, lowers it by 0.06 eV to 0.98 eV. Each amounts to two or three $k_BT$ at 300 K, so the energy barrier of $40\,k_BT$ should not be read to better than several $k_BT$, and the entropy terms above come on top of that.
